\section*{Tip-induced band bending in silicon beneath a planar metal tip}

\section{Problem}

In scanning tunnelling spectroscopy on a semiconductor, part of the voltage between tip and sample falls inside the sample and shifts its surface bands. This exercise finds that part for a simple geometry.

A flat metal tip is held at $d=1$ nm from the surface of n-type silicon with donor density $N=10^{18}\ \mathrm{cm^{-3}}$ and relative permittivity $\varepsilon_r=11.7$. The surface carries no charge of its own. The total depleting potential is $V=1$ V; it comprises the applied bias and the contact potential.

\begin{enumerate}
\item[(a)] Express $V$ through the sample bias and the work functions. Which bias gives $V=1$ V if the tip work function is 4.50 eV, the electron affinity of silicon is 4.05 eV, and the conduction band edge in the bulk lies 0.086 eV above the Fermi level?
\item[(b)] Find the depletion width, the band bending and the voltage drop in the gap.
\item[(c)] What fraction of a small increase in bias goes into band bending? What does this imply for the energy scale of a spectrum?
\item[(d)] How does the mobile-electron tail at 300 K change the band bending?
\item[(e)] Which assumptions would matter most for a real tip and surface?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Compare the vacuum level just outside the tip with the one just outside the silicon. Their difference is the drop in the gap.
\item In the depletion approximation the charge density is $eN$ down to a depth $W$ and zero below. The field vanishes at $W$.
\item Without surface charge, the displacement is continuous across the silicon surface. The vacuum field is therefore larger than the silicon field by the factor $\varepsilon_r$.
\item Both voltage drops depend on the same unknown $W$. Add them before solving.
\item For (d), multiply Poisson's equation by the first derivative of the band shift and integrate once.
\end{enumerate}

\section{Solution}

\subsection*{(a) What the total potential contains}

Let $V_{\rm bb}$ be the upward shift of the electron bands at the surface relative to the bulk, divided by $e>0$. Let $V_s$ be the sample bias relative to the tip. A positive $V_s$ lowers the electron energies of the sample, so the Fermi levels obey $E_F^{\rm tip}-E_F^{\rm Si}=eV_s$.

The vacuum level outside the tip is $E_F^{\rm tip}+\phi_t$. Outside the silicon it is $E_F^{\rm Si}+\phi_s+eV_{\rm bb}$, where $\phi_s=\chi+\xi$ is the work function at flat bands, $\chi$ the electron affinity, and $\xi$ the height of the bulk conduction band edge above the Fermi level. The difference of the two vacuum levels is
\begin{equation}
eV_{\rm gap}=eV_s+\phi_t-\phi_s-eV_{\rm bb}.
\end{equation}
Moving the band bending to the left gives
\begin{equation}
V\equiv V_s+\frac{\phi_t-\phi_s}{e}=V_{\rm bb}+V_{\rm gap}.
\label{eq:total}
\end{equation}
With the given values the contact part is $4.50-4.05-0.086=0.364$ V. The required sample bias is $1-0.364=0.636$ V. The work function and affinity are rough values, so this bias is less certain than its digits suggest; the partition of a given $V$ does not depend on them.

\subsection*{(b) The partition}

Let $x$ run from the surface into the silicon, and let $u(x)$ be the upward band shift divided by $e$. Since $u$ is minus the electrostatic potential measured from the bulk, Poisson's equation in the depleted layer reads
\begin{equation}
u''=\frac{eN}{\varepsilon_r\varepsilon_0},\qquad u(W)=0,\quad u'(W)=0 .
\end{equation}
This takes all donors as ionized and their charge as uniformly smeared. Integrating twice from $W$ gives
\begin{equation}
u(x)=\frac{eN}{2\varepsilon_r\varepsilon_0}(W-x)^2 .
\end{equation}
The bending and the magnitude of the surface field follow:
\begin{equation}
V_{\rm bb}=u(0)=\frac{eNW^2}{2\varepsilon_r\varepsilon_0},\qquad
E_s=|u'(0)|=\frac{eNW}{\varepsilon_r\varepsilon_0}.
\label{eq:bb}
\end{equation}
The field points from the positive donors towards the negatively charged tip. Continuity of displacement gives $E_{\rm gap}=\varepsilon_rE_s$, and the vacuum field is uniform between flat faces, so
\begin{equation}
V_{\rm gap}=E_{\rm gap}d=\frac{eNWd}{\varepsilon_0}.
\label{eq:gap}
\end{equation}

Define $a=\varepsilon_r d$, the thickness of silicon with the same capacitance per area as the gap. Adding (\ref{eq:bb}) and (\ref{eq:gap}) and multiplying by $2\varepsilon_r\varepsilon_0/(eN)$ yields
\begin{equation}
W^2+2aW=\frac{2\varepsilon_r\varepsilon_0V}{eN}.
\end{equation}
Adding $a^2$ to both sides completes the square. A width must be positive, which selects the root
\begin{equation}
W=\sqrt{a^2+\frac{2\varepsilon_r\varepsilon_0V}{eN}}-a .
\end{equation}
The voltage scale
\begin{equation}
V_0=\frac{eN\varepsilon_rd^2}{\varepsilon_0}=\frac{eNa^2}{\varepsilon_r\varepsilon_0}
\end{equation}
turns the second term under the root into $2a^2V/V_0$. With $s=\sqrt{1+2V/V_0}$ the results become
\begin{equation}
W=a(s-1),\qquad V_{\rm gap}=V_0(s-1),\qquad V_{\rm bb}=\frac{V_0}{2}(s-1)^2 .
\label{eq:partition}
\end{equation}
Their sum is correct, because
\begin{equation}
V_0\left[(s-1)+\tfrac12(s-1)^2\right]=\frac{V_0}{2}(s^2-1)=V .
\end{equation}

For the numbers, $eN/\varepsilon_0=0.018095\ \mathrm{V/nm^2}$ and $a=11.70$ nm. Hence
\begin{align}
V_0&=0.018095\times11.7\times1^2=0.2117\ \mathrm{V},\\
s&=\sqrt{1+2/0.2117}=3.2322,\\
W&=11.70\times2.2322=26.12\ \mathrm{nm},\\
V_{\rm gap}&=0.2117\times2.2322=0.473\ \mathrm{V},\\
V_{\rm bb}&=\tfrac12\times0.2117\times2.2322^2=0.527\ \mathrm{V}.
\end{align}
The band bending is about 0.53 V, slightly more than half of the total. The field is 4.73 MV/cm in the gap and 0.404 MV/cm at the silicon surface. The gap takes nearly half the voltage although it is 26 times thinner than the depletion layer: its field is larger by $\varepsilon_r$, and the silicon field falls linearly to zero, so its average is half its surface value.

Two limits show what $V_0$ does. For $V\gg V_0$, $V_{\rm gap}\simeq\sqrt{2V_0V}$ is a small part of $V$, and most of the potential bends the bands. This limit presumes that no hole layer forms. At the present doping and gap, such a layer appears in equilibrium, in a classical estimate, already at $V=7.5\,V_0$ (second variation), where the gap still takes 40\% of the potential. For $V\ll V_0$, expansion gives $s-1\simeq V/V_0$, so $V_{\rm bb}\simeq V^2/(2V_0)$ and most of the potential falls in the gap. The second limit also needs $V_{\rm bb}\gg kT/e$, since otherwise there is no well-defined depleted layer. Because $V_0\propto Nd^2$, heavier doping or a wider gap reduces the band bending at fixed $V$.

\subsection*{(c) A small change in bias}

Since $ds/dV=1/(V_0s)$, equation (\ref{eq:partition}) gives
\begin{equation}
\frac{dV_{\rm gap}}{dV}=\frac1s,\qquad
\frac{dV_{\rm bb}}{dV}=1-\frac1s=0.69 .
\end{equation}
This differs from the ratio $V_{\rm bb}/V=0.53$. Near the operating point a further 0.10 V of bias raises the surface bands by about 0.07 V.

For spectroscopy, the relevant quantity is the position of the tip Fermi level relative to the surface conduction band edge. The edge lies at $E_F^{\rm Si}+\xi+eV_{\rm bb}$. Using (\ref{eq:total}) to eliminate $V_s$,
\begin{align}
E_F^{\rm tip}-E_c^{\rm surf}&=eV_s-\xi-eV_{\rm bb}\nonumber\\
&=eV-\phi_t+\chi-eV_{\rm bb}=eV_{\rm gap}-\phi_t+\chi .
\end{align}
Thus a bias step $\delta V$ moves the tip Fermi level through the surface bands by only $e\,\delta V/s=0.31\,e\,\delta V$. In this model, the spacing of two nearby surface features that the tip Fermi level crosses appears stretched by a factor of about 3.2 on the bias axis. The factor varies with $V$, so one constant cannot correct a whole spectrum.

\subsection*{(d) The electron tail at 300 K}

Electrons do not vanish abruptly at $W$. With Boltzmann statistics their density is $Ne^{-u/u_T}$, where $u_T=kT/e=0.02585$ V. Poisson's equation becomes
\begin{equation}
u''=\frac{eN}{\varepsilon_r\varepsilon_0}\left(1-e^{-u/u_T}\right).
\end{equation}
Multiply by $u'$ and integrate from the bulk, where $u=u'=0$, to the surface:
\begin{equation}
\frac{E_s^2}{2}=\frac{eN}{\varepsilon_r\varepsilon_0}
\left[V_{\rm bb}-u_T\left(1-e^{-V_{\rm bb}/u_T}\right)\right].
\end{equation}
The exponential is about $10^{-9}$ here and can be dropped. Then $V_{\rm gap}=\varepsilon_rE_sd=\sqrt{2V_0(V_{\rm bb}-u_T)}$. Writing $v=V_{\rm bb}-u_T$ in $V=V_{\rm bb}+V_{\rm gap}$ gives
\begin{equation}
v+\sqrt{2V_0v}=V-u_T .
\end{equation}
This is the depletion problem with a total of $V-u_T$, so
\begin{equation}
V_{\rm bb}(V,T)=V_{\rm bb}^{\rm depl}(V-u_T)+u_T .
\end{equation}
For a total of 0.9742 V the depletion formula gives 0.5096 V, and adding $u_T$ gives 0.5355 V. The tail reduces the positive charge for a given bending. The gap field is then weaker, and the silicon takes 8 mV more.

A numerical solution of the nonlinear Poisson equation, with the gap included, also gives 0.5355 V. The thermal formula was tested for four sets $(N/\mathrm{cm^{-3}},d/\mathrm{nm},V/\mathrm{V})$: $(10^{18},1,1)$, $(10^{17},1,0.6)$, $(5\times10^{18},0.6,1)$ and $(10^{18},2,0.5)$. The largest difference at 300 K was 0.22 mV.

\subsection*{(e) Real tips and surfaces}

The doping, gap and voltage are in the range of tunnelling experiments on silicon, but a flat tip much wider than $W$ is not typical. A real apex may have a radius of, roughly, tens of nanometres. Under a ball of radius 50 nm, the gap widens from 1 nm on the axis to about 8 nm at a lateral distance $W$, so the one-dimensional solution no longer applies. An axisymmetric Poisson calculation for a ball-ended cylindrical tip, with $N$, $d$, $V$ and the temperature unchanged, gives 0.35 V on the axis for a radius of 50 nm and about 0.285 V for 20 nm (the printed 0.28 V carries a grid uncertainty of about 0.006 V). In the flat limit it returns 0.535 V. The planar result thus exceeds the value for the 20 nm tip by nearly a factor of two. The stretch factor of part (c) is also specific to the flat tip: on the axis it falls from 3.2 to about 1.7 for 50 nm and 1.5 for 20 nm. Surface states matter as well: if they are dense, they hold the bending nearly fixed and screen the silicon from the tip, as the first variation shows.

Smaller effects, each evaluated for a planar tip at $V=1$ V, are these:
\begin{itemize}
\item A gap of 0.9 or 1.1 nm changes the depletion result to 0.56 or 0.50 V.
\item A cube of side $W$ holds 17.8 donors on average. For random positions the relative spread is $1/\sqrt{17.8}=0.24$. Changing the uniform density by this amount gives 0.49 V (more donors) or 0.57 V (fewer). This estimates the scatter between locations; it does not resolve individual donors.
\item With a donor binding energy of 0.045 eV, only 76\% of the bulk donors are ionized at 300 K. At fixed $V$ the bending changes by merely 0.3 mV, because the donors in the depleted layer are emptied by the band shift. The bulk Fermi level does move: $\xi$ rises from 0.086 eV, the value for full ionization, to 0.093 eV, and the bias of part (a) becomes 0.643 V. Electron degeneracy shifts it by about 0.05 mV.
\item A current of 1 nA through $1\ \mathrm{nm^2}$, carried at a rough drift velocity of $10^7$ cm/s, corresponds to $6\times10^{16}$ electrons per $\mathrm{cm^3}$. This is 6\% of the donor density, but only within that narrow column. Each electron crosses $W$ in about 0.26 ps, so the depleted layer holds on average 0.0016 of them, against 17.8 donors in a cube of side $W$. Their mean charge is negligible unless they are trapped or move much more slowly.
\end{itemize}
The bending also stays below the silicon band gap of about 1.12 eV divided by $e$. The valence band edge at the surface therefore remains below the conduction band edge in the bulk, and the bending opens no elastic tunnelling path between these bands.

\section{Variation 1: surface states}

\emph{The surface now has a constant density $D$ of states per area and energy, neutral at flat bands and in equilibrium with the bulk. Find the band bending at the same $V$, $N$ and $d$.}

Raising the bands by $eV_{\rm bb}$ lifts $DeV_{\rm bb}$ occupied states per area above the Fermi level. They lose their electrons and leave a positive charge $\sigma=e^2DV_{\rm bb}$. Gauss's law becomes $\varepsilon_0E_{\rm gap}=\varepsilon_r\varepsilon_0E_s+\sigma$. In the depletion approximation, (\ref{eq:bb}) gives $\varepsilon_rE_sd=\sqrt{2V_0V_{\rm bb}}$, so
\begin{equation}
(1+\beta)V_{\rm bb}+\sqrt{2V_0V_{\rm bb}}=V,\qquad
\beta=\frac{e^2Dd}{\varepsilon_0}.
\end{equation}
This is quadratic in $\sqrt{V_{\rm bb}}$, and its positive root is
\begin{equation}
\sqrt{V_{\rm bb}}=\frac{-\sqrt{2V_0}+\sqrt{2V_0+4(1+\beta)V}}{2(1+\beta)} .
\end{equation}
For $D=10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}$, $\beta=0.181$ and the root is $0.685\ \mathrm{V^{1/2}}$, hence $V_{\rm bb}=0.47$ V. The numerical solution with the electron tail at 300 K gives 0.477 V.

For $D=10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}$, a rough order of magnitude for a clean surface with many dangling bonds, $\beta=18.1$. The bending at 300 K is then only 0.047 V. The surface charge screens the tip, and the bands are nearly pinned at the position where the states are neutral, which was taken here to be flat bands. On real clean silicon the states are usually neutral near the middle of the band gap. An n-type surface is then bent upward by several tenths of a volt even without a tip, and the bending is pinned near that value. Dense states thus suppress the response to the tip, not necessarily the bending itself. The partition found in the main problem presupposes a surface with few states in the gap, as well as a broad, flat tip.

\section{Variation 2: the onset of strong inversion}

\emph{At what total potential does the equilibrium hole density at the surface equal the donor density? Take an intrinsic density $n_i=10^{10}\ \mathrm{cm^{-3}}$ and no surface states.}

The bulk hole density is $n_i^2/N$, and the band shift multiplies it by $e^{V_{\rm bb}/u_T}$. Setting the product equal to $N$ gives
\begin{equation}
V_{\rm bb}=2u_T\ln\frac{N}{n_i}=2\times0.02585\times\ln10^8=0.952\ \mathrm{V}.
\end{equation}
The total potential is
\begin{equation}
V=V_{\rm bb}+\sqrt{2V_0V_{\rm bb}}=0.952+0.635=1.59\ \mathrm{V}.
\end{equation}
The electron tail subtracts $u_T$ from $V_{\rm bb}$ under the root. The holes add $u_T$ times the ratio of their surface density to $N$, which is one at the onset. The two corrections cancel there, apart from exponentially small terms.

At $V=1$ V the surface hole density is only about $10^{11}\ \mathrm{cm^{-3}}$, so neglecting holes in the main problem was justified. Beyond 1.59 V an equilibrium hole layer would take up much of the added charge and slow the growth of $W$. This onset is classical. In the surface field of about 0.5 MV/cm the holes are confined: a triangular-well estimate with masses of 0.2 to 0.5 electron masses puts the lowest level 0.14 to 0.19 eV from the band edge and delays the same hole sheet density to roughly 1.7 V. If holes escape to the tip faster than they are supplied, that layer does not form, and the depletion formula continues to apply until another process supplies charge.

The numerical output follows.

\section*{Numbers as computed}
\begin{verbatim}
donor density: 1.0e+18 cm^-3
gap width: 1.00 nm
total depleting potential: 1.00 V
silicon relative permittivity: 11.7
temperature: 300 K
thermal voltage: 0.02585 V
e N / eps_0: 0.018095 V/nm^2
equivalent silicon thickness of gap: 11.70 nm
scale voltage V0: 0.2117 V
depletion width: 26.12 nm
band bending, depletion formula: 0.5274 V
gap drop, depletion formula: 0.4726 V
field in gap: 4.726 MV/cm
field in silicon at surface: 0.404 MV/cm
depleted donors per area: 2.612e+12 cm^-2
differential fraction dV_bb/dV: 0.6906
same from Poisson solver: 0.6905
largest cold formula-solver difference: 0.339 mV
largest 300 K formula-solver difference: 0.219 mV
band bending, Poisson solver 300 K: 0.5355 V
band bending, thermal formula 300 K: 0.5355 V
tip work function (rough input): 4.50 eV
silicon electron affinity (rough input): 4.05 eV
conduction edge above bulk Fermi level: 0.086 eV
contact potential part: 0.364 V
sample bias for the total: 0.636 V
bending, flat tip in axisymmetric solver: 0.535 V
bending, tip radius 50 nm: 0.35 V
bending, tip radius 20 nm: 0.28 V
grid change for radius 20 nm: 0.0056 V
beta for 1e12 states cm^-2 eV^-1: 0.181
bending with 1e12 states cm^-2 eV^-1: 0.477 V
beta for 1e14 states cm^-2 eV^-1: 18.10
bending with 1e14 states cm^-2 eV^-1: 0.047 V
donor binding energy (rough input): 0.045 eV
ionized donor fraction in bulk: 0.764
bending with partial ionization: 0.5357 V
conduction-band density of states N_c: 2.82e+19 cm^-3
degeneracy shift of bending: 0.051 mV
intrinsic density (rough input): 1.0e+10 cm^-3
bending at onset of strong inversion: 0.952 V
total potential at that onset: 1.59 V
surface hole density at 300 K: 9.9e+10 cm^-3
silicon band gap (rough input): 1.12 eV
donors in a cube of side W: 17.8
relative donor number fluctuation: 0.24
bending, donor density one spread higher: 0.492 V
bending, donor density one spread lower: 0.571 V
bending for gap 0.9 nm: 0.561 V
bending for gap 1.1 nm: 0.496 V
injected density, 1 nA over 1 nm^2 at 1e7 cm/s: 6.2e+16 cm^-3
\end{verbatim}
